Why deep carriers in an exponential band tail share a transport energy

Suppose that every trapped carrier had its own preferred escape level. A carrier 0.5 eV deep would climb to one energy, a carrier 0.6 eV deep to another, and both targets would move whenever the Fermi level moved. The release time of a trap would then no longer follow from its depth by one simple exponential law, and a measured activation energy could not be turned into a trap energy by reference to one common level. The simple picture of trapping and release, with one level that plays the part of a band edge, would be lost.

In a sparsely occupied exponential tail the picture survives, for a reason that can be seen in one line of algebra. It survives as a limit, with corrections that can be calculated, and the common energy stands for a broad range of targets, most of them below it, not for a sharp level.

**The model**

Let E be the energy of the carrier, counted upward from the band edge, so that localized states have E < 0. For holes, E is hole energy. The density of tail states per volume and energy is

g(E) = (N/E0) exp(E/E0), E < 0,

where N is the total density of tail states and E0 the tail width. The sites are placed at random, without correlation. Formulas are in atomic units, with kT an energy. A hop from a site at Ei to an empty site at E, a distance r away, has the rate

ν = ν0 exp[−2r/a − max(E − Ei, 0)/kT].

This is the Miller–Abrahams form. The first term is the tunnelling factor, with one localization radius a for all states. The second is the price of a climb; a descent is free. It is convenient to call minus the logarithm of ν/ν0 the cost of the hop. The fastest hop is the cheapest one.

**Why the start drops out**

The density of sites with energy below E is

n(E) = ∫ g(E′) dE′ from −∞ to E = N exp(E/E0).

A sphere of radius r contains one such site on average when (4π/3) r³ n(E) = 1. This gives the typical distance to a site below E:

r(E) = r0 exp(−E/3E0), r0 = (4πN/3)^(−1/3).

Higher targets are more numerous, hence nearer. The cost of going up to E is therefore

cost = 2r(E)/a + E/kT − Ei/kT.

The starting energy stands alone in the last term. It makes all upward hops of a deep carrier slower by the same factor, so it cannot change which of them is the fastest. Setting the derivative with respect to E to zero, with dr/dE = −r/(3E0), gives

−2r/(3aE0) + 1/kT = 0, so rt = 3aE0/(2kT).

Putting r0 exp(−Et/3E0) = rt and taking the logarithm gives the transport energy:

Et = −3E0 ln[3E0 a/(2kT r0)].

The second derivative of the cost is 2r/(9aE0²), which is positive, so this is the one minimum. The cancellation of Ei came from the additive form of the cost. The exponential tail supplied the closed formula.

The best cost follows from 2rt/a = 3E0/kT:

best cost = (3E0 + Et − Ei)/kT.

Et itself depends on temperature, yet the local activation energy, the derivative of the best cost with respect to 1/kT, is Et − Ei. The cost depends on 1/kT both directly and through the position of the optimum, and the second contribution vanishes because the cost is stationary there. This value belongs to the optimum at typical distances. In random surroundings the result depends on how one averages. If the activation energy of each deep carrier is averaged, the mean landing energy, found below, takes the place of Et, and the result is about 0.1 eV smaller with the parameters used here. The mean waiting time before the first hop is dominated by carriers in poor surroundings, and its activation energy lies within about 0.01 eV of Et − Ei. A trap depth can therefore be read from a measured activation energy only when it is known which average the measurement takes.

**Why the carrier goes up**

A deep carrier could also hop to a site at or below its own energy and pay no thermal price. Such a site is typically at distance r(Ei), so the cost is C(Ei), where C(E) = 2r(E)/a. The curve C(E) is convex and has slope −1/kT at Et. A convex curve lies above its tangent, so for Ei ≠ Et

C(Ei) > C(Et) + (Et − Ei)/kT.

For Ei below Et, the right side is the cost of climbing to Et. Climbing is therefore cheaper: deep sites are so rare that the long tunnelling distance costs more than the heat. Above Et the slope of C is weaker than 1/kT, and a further climb costs more than it saves in distance. At typical distances, Et thus separates carriers that gain by climbing from those that do not; in random surroundings the change is gradual.

**Numbers for a cooled device**

Take E0 = 0.05 eV, N = 2×10²⁰ cm⁻³ and a = 1 nm at 200 K, where kT = 0.01723 eV and r0 = 1.061 nm. Then

rt = 3 × 1 nm × 0.05/(2 × 0.01723) = 4.35 nm (82 bohr),

Et = −0.15 eV × ln(4.352/1.061) = −0.212 eV (−0.0078 hartree).

For a start at −0.5 eV the best cost is (0.15 − 0.2117 + 0.5)/0.01723 = 25.4, against 59.5 for a level or downward hop. From −0.6 eV the two costs are 31.2 and 115.8. A direct numerical search for the cheapest target gives −0.2117 eV from both starts, and also from −0.4 eV.

**How much dependence remains**

Counting all sites below E in r(E) includes those below the start, which are not upward targets, and those already filled. Let a density Nc of such sites, all well below Et, be removed. The remaining density is

n(E) = N exp(E/E0)(1 − δ), δ = c exp(−E/E0).

Removing a constant does not alter dn/dE, so (dn/dE)/n = 1/[E0(1 − δ)]. Since r varies as n^(−1/3), the condition for the minimum, (2r/3a)(dn/dE)/n = 1/kT, becomes

r0 exp(−E/3E0) (1 − δ)^(−4/3) = rt = r0 exp(−Et/3E0).

The logarithm of both sides gives

E − Et = −4E0 ln(1 − δ) ≈ 4E0 δ,

where δ may be taken at Et to first order. The optimum moves up a little, because the missing sites make low targets scarcer.

For sites below the start, c = exp(Ei/E0), hence δ = exp[(Ei − Et)/E0]. At −0.5 eV this is exp(−5.77) = 0.0031, and the estimate 4E0δ = 0.63 meV compares with 0.62 meV from the numerical search. At −0.6 eV the shift is 0.09 meV; at −0.4 eV it is 4.3 meV. In this typical-distance optimum, the memory of the start dies exponentially on the scale E0. The sites found in random surroundings remember more, as shown below.

For filled sites, integrate g over the Fermi function. With x = (E − EF)/kT and t = kT/E0,

c = t exp(EF/E0) J, J = ∫ exp(tx)/(1 + exp x) dx.

The upper limit may be taken to infinity when t < 1 and (1 − t)(Et − EF) is many kT, because the integrand falls as exp[−(1 − t)x] at large x. To find J, integrate around a strip of height 2π in the complex plane. The upper edge returns −exp(2πit) J, and the pole at x = iπ has residue −exp(iπt). So J[1 − exp(2πit)] = −2πi exp(iπt), which gives J = π/sin(πt) and

δ = exp[(EF − Et)/E0] · πt/sin(πt).

For the optimum at typical distances, "sparsely occupied" means that the filled share of the sites below Et is small. The sites found in random surroundings set a stricter condition, given below. With EF = −0.7 eV the share is 7×10⁻⁵ and the optimum moves by 0.014 meV. With EF = −0.4 eV the figures are 2.8 percent and 5 meV. With EF = −0.3 eV they are 21 percent and 26 meV, and even the optimum clearly depends on the Fermi level. Even where EF does not affect the target, it still sets how many carriers there are and how deep they sit.

**What single carriers do**

The argument so far used a typical distance. Real surroundings are random, and the nearest suitable site may be close or far. The full statistics of the fastest hop can be found for a very deep start.

Write the cost of an upward hop as (W − Ei)/kT, which defines W = E + 2rkT/a. Sites with a reach below a given W lie within r = (a/2)(W − E)/kT. Their mean number is

M(W) = ∫ g(E) (4π/3) [(a/2)(W − E)/kT]³ dE, from −∞ to W.

With E = W − E0 s the integral over s is ∫ s³ exp(−s) ds = 6, and the factors (4π/3)(1/8)(6) combine to π:

M(W) = M0 exp(W/E0), M0 = πN(aE0/kT)³.

The lower limit −∞ is the deep-start limit. Sites below the start, reached at no thermal cost, add a number proportional to exp(Ei/E0)(W − Ei)³, which vanishes in the same limit. The end of the tail at E = 0 matters if no site has W < 0; this has probability exp(−M0), with M0 ≈ 15 here, and is negligible.

For randomly placed sites the chance of finding none with reach below W is exp[−M(W)]. Hence Y = M(W) for the cheapest site is distributed as exp(−Y), and

W = E0(ln Y − ln M0).

The mean of ln Y is −γ, with γ = 0.577 Euler's constant, and its variance is π²/6. Given W, the probability of the landing energy follows from the derivative of the integrand of M with respect to W, which is proportional to exp(E/E0)(W − E)². In terms of s this is s² exp(−s)/2, with mean 3 and variance 3, whatever W is. Since E = W − E0 s and r = aE0 s/(2kT),

mean hop length = 3aE0/(2kT) = rt,

mean landing energy = −E0(γ + 3 + ln M0),

spread of landing energy = E0 √(3 + π²/6) ≈ 2.2 E0.

Ei appears in none of these. In the very deep limit, the target of the fastest hop has the same distribution for every start, which is the stronger form of the result. A carrier does not always take the fastest hop: it chooses among all hops in proportion to their rates, and here about a quarter of first hops go to other sites. All upward rates share the same factor exp(Ei/kT), so the start drops out of this choice too.

The mean landing energy is −0.315 eV, about 0.10 eV below Et. To see why, write Et in the same terms: Et = −E0(ln M0 + ln 4.5). The difference is E0(γ + 3 − ln 4.5) = 2.07 E0, whatever the temperature, as long as exp(−M0) is negligible. Et is the upper limit of the best search range, and the site found usually lies within that range. The two energies shift together with T, N and a.

Because the site found usually lies below Et, it is more sensitive than the optimum to the start and to filled sites. With the full cost for a start at finite depth, the mean landing energy is 6.9 meV above its deep limit from −0.5 eV and 1.9 meV above it from −0.6 eV. Filled sites are included by replacing g with g(1 − f) in M, where f is the Fermi function. For a very deep start this raises the mean landing energy by 1.8 meV with EF = −0.7 eV, by 18 meV with EF = −0.5 eV and by 44 meV with EF = −0.4 eV. For the hops themselves, then, the Fermi level must lie well below the whole range of landing energies, not merely below Et.

In 5000 random surroundings, a start at −1.5 eV, used as a formal deep limit, gave a mean landing energy of −0.314 eV with a standard error of 0.0015 eV, a spread of 0.107 eV and a mean hop of 4.33 nm. The landing site was below Et in 83 percent of cases. Placed in the same surroundings, carriers at −0.5 and −0.6 eV chose the same site in 98.5 percent of cases. The extra 0.1 eV of depth raised the mean cost of the fastest hop by 0.978 times (0.1 eV)/kT; the missing part comes from targets that lie below the shallower start.

**When the common energy fails**

The cause can be tested by removing it. In a Marcus rate, with reorganization energy λ and climb Δ = E − Ei, the thermal cost is (Δ + λ)²/(4λkT). Its derivative with respect to E is (1/2 + Δ/2λ)/kT, which contains the start. The condition for the minimum becomes r = rt(1/2 + Δ/2λ), or

E = Et − 3E0 ln(1/2 + Δ/2λ).

For λ = 0.6 eV, with the other parameters unchanged, the best target is −0.173 eV from −0.5 eV and −0.186 eV from −0.6 eV. The start no longer separates, and the best target shifts with it, by about 13 meV for 0.1 eV of depth.

Hopping must also compete with direct release to the band. Release needs no tunnelling and costs −Ei/kT. With equal prefactors, an assumption, and a target at the typical distance,

hop rate/release rate = exp[−(Et + 3E0)/kT].

By this estimate hopping wins if Et < −3E0. Equality means that the logarithm in Et equals 1, so kT = 3E0 a/(2 × 2.718 r0), or 302 K here. At 200 K the ratio is exp(0.0617/0.01723) ≈ 36, and at 150 K, where Et = −0.255 eV, it is about 3300. At 300 K it is 1.04, although Et still lies 0.15 eV below the edge.

This estimate is too hard on hopping, because the cheapest site in random surroundings usually costs less than one at the typical distance. A hop beats release when its W is negative. For a very deep start at least one such site exists with probability 1 − exp(−M0). At 300 K, M0 is 4.5 and the probability is about 99 percent. It falls to one half when M0 = ln 2, near 560 K with these parameters. With equal prefactors, band release therefore takes over the first step gradually, and well above 302 K.

The result concerns the first fast hop. From the new site the carrier can drop back at no thermal cost, so a fast hop need not lead away from the trap. The conductivity depends on long connected paths, which are not treated here, and Et should not be read as its exact activation threshold.

**Beside a real material**

The parameters are rough values for the valence-band tail of hydrogenated amorphous silicon, used in some resistive switches; a = 1 nm is on the large side. M0 is proportional to a³, so a radius of 0.5 nm would lower it to 1.9 at 200 K, and about 15 percent of very deep carriers would then find release to the band faster than any hop. A radius of 0.8 nm for all states raises Et by 33 meV; if the radius varies with depth, the target can depend on the start again. Real material also has defect states deep in the gap, so a start at −0.5 eV need not be a tail state. Its depth still cancels if its hops obey the assumed rate. That is uncertain, since a climb of 0.3 eV needs several phonons; the Marcus case shows shifts of 25 to 39 meV from Et. A field of 0.01 MV/cm changes the energy by at most 4.4 meV over rt, but at 0.04 MV/cm the change equals kT. That is about 0.12 V across 30 nm, so the zero-field result is limited to low read voltages in thin devices. If the emptied trap is left charged, its attraction at rt is about 28 meV for a relative permittivity of 12, more than kT. This term depends on distance and not on Ei, so it does not by itself make the target depend on the start. It does move the common target: the optimum at typical distances rises by about 42 meV, with site energies counted without the attraction. In random surroundings the effect is larger, because near sites gain most: for a very deep start the mean landing energy of the fastest hop rises by roughly 85 meV, if the attraction is taken as that of a point charge at all distances. Much of this comes from sites closer than a, where a point charge is a poor description; with the attraction held constant below 1 nm the rise is about 53 meV. The numerical output below lists most of these values; the others follow from the formulas above, some of them by numerical evaluation.

Computed results

```
Tail width E0 = 0.050 eV; tail states N = 2.0e+20 cm^-3
Localization radius a = 1.00 nm; length r0 = 1.061 nm
Temperature = 200 K; kT = 0.01723 eV; kT/E0 = 0.345
Transport energy Et = -0.2117 eV = -0.00778 hartree
Hop distance rt = 4.352 nm = 82.2 bohr
Tail states below Et = 2.90e+18 cm^-3
Start -0.4 eV: best target -0.2117 eV, cost up 19.63, level/down 30.53
  shift if sites below start are excluded = 4.296 meV
Start -0.5 eV: best target -0.2117 eV, cost up 25.43, level/down 59.47
  shift if sites below start are excluded = 0.620 meV
Start -0.6 eV: best target -0.2117 eV, cost up 31.23, level/down 115.83
  shift if sites below start are excluded = 0.085 meV
Fermi level -0.7 eV: filled share below Et 7.04e-05, shift 0.014 meV
Fermi level -0.5 eV: filled share below Et 3.84e-03, shift 0.758 meV
Fermi level -0.4 eV: filled share below Et 2.84e-02, shift 5.183 meV
Fermi level -0.3 eV: filled share below Et 2.07e-01, shift 26.186 meV
Marcus rate, reorganization energy 0.6 eV:
  best target from -0.5 eV: -0.1730 eV; from -0.6 eV: -0.1864 eV
Random surroundings: 5000; deep-limit start -1.5 eV
Deep-limit law: mean landing -0.3154 eV, spread 0.1078 eV
Sampled start -0.5 eV: landing -0.3082 eV, spread 0.0995 eV, hop 4.187 nm
Sampled start -0.6 eV: landing -0.3124 eV, spread 0.1045 eV, hop 4.286 nm
Sampled start -1.5 eV: landing -0.3139 eV, spread 0.1073 eV, hop 4.326 nm
Standard errors, deep limit: 0.0015 eV and 0.035 nm
Same site chosen from -0.5 and -0.6 eV: 98.5 percent
Extra activation per extra depth, -0.5 to -0.6 eV: 0.978
Deep-limit landings below Et: 83.2 percent
At 150 K: Et = -0.2549 eV, hop rate/band release rate = 3.34e+03
At 200 K: Et = -0.2117 eV, hop rate/band release rate = 35.9
At 300 K: Et = -0.1509 eV, hop rate/band release rate = 1.04
Hop and band release are equal at 301.8 K
Read field 0.01 MV/cm: energy over rt = 4.35 meV
Field whose energy over rt equals kT = 0.0396 MV/cm
Relative permittivity (rough) = 12
Attraction to a charged emptied trap at rt = 27.6 meV
Carriers in tail = 2.04e+14 cm^-3, spacing 170 nm, repulsion 0.71 meV
Et shift if a is 0.8 nm instead = 33.5 meV
```
